# Direct periodic start or repeated cycling in a dose-purge reactor model

## What symmetry fixes

A pulsed reactor repeats the same recipe with period $T$, so its equations are unchanged when time is shifted by $T$. A dose given $m$ cycles ago therefore contributes to the present state in a way that depends on $m$ alone. If the equations are also linear, these contributions add, and doubling every dose doubles the result. Let $\gamma$ be the amounts left at the end of one cycle that began empty, and let the matrix $\Phi$ carry any amounts through one further cycle without new supply. The state at the start of a cycle, after an endless past of equal cycles, must then be

$$n^*=\gamma+\Phi\gamma+\Phi^2\gamma+\dots$$

Here $\gamma$ is an amount and $\Phi$ is dimensionless. If the series converges, multiplying it by $\Phi$ removes its first term, so $\Phi n^*=n^*-\gamma$, or

$$(I-\Phi)\,n^*=\gamma .$$

It remains to find $\Phi$ and $\gamma$, and the conditions for convergence.

## The setting and its choices

The setting treated here is the start state of a simulated cycle. Three choices are compared: an empty reactor, the state after a chosen number of simulated cycles, or the periodic state from the linear equation above. The first describes the first cycle of a run. The second approaches the third at a rate that can be calculated.

The example is water in a showerhead reactor that grows MgO from a magnesium precursor and water. Its cycle is a water dose (0.5 s), a purge (2 s), a metal dose (1 s) and a purge (2 s), so $T=5.5$ s. The quantity wanted is the water pressure left above the wafer when the metal dose begins, since water and metal precursor present together can react away from the intended self-limited sequence.

## Balances

Let $n_i$ be the amount of water in store $i$. Within phase $k$ of the cycle, flows, temperature and total pressure are constant, and

$$\frac{dn}{dt}=A_k n+b_k .$$

A transfer from store $j$ to store $i$ at rate $r$ adds $r$ to $A_{ij}$ and subtracts $r$ from $A_{jj}$. A loss to the pump only subtracts. Hence off-diagonal elements are non-negative and no column sum is positive. The supply $b_k$ is non-negative.

The example has four stores: plenum (p), gap above the wafer (g), slow wall sites (w), and a dead leg (l) joined to the plenum by a narrow throat. With volume flow $Q$, throat exchange $G$, supply $s$, and wall rates $k_a$ (on) and $k_d$ (off),

$$\dot n_p=s-\frac{Q+G}{V_p}n_p+\frac{G}{V_l}n_l,\qquad \dot n_l=\frac{G}{V_p}n_p-\frac{G}{V_l}n_l,$$

$$\dot n_g=\frac{Q}{V_p}n_p-\Big(\frac{Q}{V_g}+k_a\Big)n_g+k_d n_w,\qquad \dot n_w=k_a n_g-k_d n_w .$$

The gap may be treated as one tank for a reason specific to the showerhead. Gas enters with the same flow $q$ per area everywhere and leaves radially with speed $u(r)$. For gap height $h$, conservation of carrier gas gives $r^{-1}d(rhu)/dr=q$. A water concentration $c$ that is uniform in radius then obeys $h\,\dot c+cq=qc_{\rm in}$. Multiplying by the area gives $V_g\dot c=Q(c_{\rm in}-c)$, the tank equation. This requires fast mixing across the height.

## One phase as one matrix exponential

Multiply $\dot n-An=b$ by $e^{-At}$. The left side becomes $d(e^{-At}n)/dt$. Integrating from 0 to $\tau$ and multiplying by $e^{A\tau}$ gives

$$n(\tau)=E\,n(0)+g,\qquad E=e^{A\tau},\qquad g=\int_0^\tau e^{As}b\,ds ,$$

where $s$ in the integral is the time elapsed since the supply entered.

The formula $g=A^{-1}(E-I)b$ fails when $A$ is singular, as it is for a phase with a closed store. To avoid the inverse, append the constant 1 to the state:

$$\frac{d}{dt}\begin{pmatrix}n\\1\end{pmatrix}=\begin{pmatrix}A&b\\0&0\end{pmatrix}\begin{pmatrix}n\\1\end{pmatrix}
\;\Rightarrow\;
\exp\!\left[\tau\begin{pmatrix}A&b\\0&0\end{pmatrix}\right]=\begin{pmatrix}E&g\\0&1\end{pmatrix}.$$

The enlarged system has no source term, so its exponential carries the whole solution. Comparing with $n(\tau)=En(0)+g$ for every $n(0)$ identifies the blocks.

## Composing the cycle

Start with $\Phi=I$ and $\gamma=0$. If the phases so far give $n=\Phi n_0+\gamma$, the next one gives $E_k(\Phi n_0+\gamma)+g_k$. The update is therefore

$$\Phi\leftarrow E_k\Phi,\qquad \gamma\leftarrow E_k\gamma+g_k ,$$

with later phases on the left. The order matters because the $A_k$ need not commute. After the last phase, $n_{m+1}=\Phi n_m+\gamma$, where $n_m$ is the state after $m$ cycles.

## When a periodic state exists

Three facts give a sufficient condition.

**No negative amounts.** For a large enough number $c$, $A+cI$ has no negative element. Since $e^{At}=e^{-ct}e^{(A+cI)t}$ and the series of the second factor has non-negative terms, $e^{At}\ge0$ element by element.

**No gain.** Let $u$ be the row of ones, so that $un$ is the total amount, and let $\ell=-uA\ge0$ be the row of loss rates to the pump. Then $d(ue^{At})/dt=uAe^{At}=-\ell e^{At}$, and

$$ue^{A\tau}=u-\int_0^\tau \ell e^{As}ds .$$

The entries of $ue^{A\tau}$ are the column sums of $E$, so none exceeds 1.

**Some loss.** Suppose that in one phase every store $j$ has a chain of transfers to a store $i$ with $\ell_i>0$. Some power of $A+cI$ then has a positive $ij$ element, so $(e^{As})_{ij}>0$ for $s>0$. The integral is positive for each $j$, and every column sum of that $E$ is below 1.

Write $\|\cdot\|_1$ for the largest column sum of absolute values. The norm of a product is at most the product of the norms, so $\|\Phi\|_1=q<1$. If $\Phi x=x$, then $\|x\|_1\le q\|x\|_1$, which forces $x=0$. Hence $I-\Phi$ is invertible, the periodic state is unique, and the series for it converges. Its terms are non-negative, so $n^*\ge0$.

In the example $q=0.763$. Twenty random networks of five stores and three phases, with an outlet in one phase, tested the statement. Their largest column sum was 0.9997, all periodic states were non-negative, and repeated application of the map reached them.

The condition fails for a store that fills and never empties. With $k_d=0$ the wall keeps what it has, $\Phi$ has the eigenvalue 1, and $I-\Phi$ is singular. The wall then gains 0.0319 µmol in each cycle without end. In such a case the linear model has no periodic state, and the process that limits the stored amount must be added, such as saturation of the sites or consumption of wall water by the metal dose.

## How many cycles the other choice needs

Subtract $n^*=\Phi n^*+\gamma$ from $n_{m+1}=\Phi n_m+\gamma$. The supply cancels, and repetition gives

$$n_m-n^*=\Phi^m(n_0-n^*) .$$

When one eigenvalue $\rho$ dominates, the error shrinks by $\rho$ per cycle. A fraction $\varepsilon$ remains after about

$$m=\frac{\ln\varepsilon}{\ln\rho}$$

cycles. The example has $\rho=0.7602$, so 1 % requires $(-4.605)/(-0.2742)=16.8$ cycles. Cycling from an empty reactor brought the wall amount within 1 % of its periodic value after 17.

The value of $\rho$ comes from the wall. Its bare release factor is $e^{-k_dT}=e^{-0.05\times5.5}=0.7596$. A little of the released water is adsorbed again: the fraction is about $k_aV_g/Q$, the on-rate divided by the washout rate. This is $0.03/11.53=0.0026$ in the purges and $0.03/8.65=0.0035$ in the doses. Weighted by 4 s and 1.5 s, the mean is 0.0028. The exponent becomes $-0.275(1-0.0028)=-0.2742$, which accounts for the slightly larger $\rho$.

When $\rho>1/2$, the change between successive cycles understates the remaining error. Let $e_m$ be the error in the slow mode, with $e_{m+1}=\rho e_m$. The observed change is $d=e_m-e_{m+1}=(1-\rho)e_m$, so

$$e_{m+1}=\frac{\rho}{1-\rho}\,d .$$

Here the factor is $0.760/0.240=3.2$. A change of 0.1 % of the final value still leaves an error of 0.32 % of that value.

The periodic state was tested against 65 cycles integrated from an empty reactor by an adaptive differential-equation solver, with no matrix exponential. The largest relative difference over the four stores was $1.8\times10^{-8}$. The expected remainder of the slow mode is $\rho^{65}=1.8\times10^{-8}$, so the difference is the unfinished approach of the cycling.

## One store, and two limits

For a single store with loss rate $k$, supply $s$ for a time $\tau_d$ and purge for $\tau_p=T-\tau_d$, the equations can be solved by hand. After the dose the amount is $n_0e^{-k\tau_d}+(s/k)(1-e^{-k\tau_d})$. The purge multiplies it by $e^{-k\tau_p}$, and periodicity sets the result equal to $n_0$:

$$n_0=\frac{s}{k}\,\frac{(1-e^{-k\tau_d})\,e^{-k\tau_p}}{1-e^{-kT}} .$$

For $kT\gg1$ the denominator is 1, and each cycle forgets the previous one. An empty start then serves well after one cycle. For $kT\ll1$, expansion gives $n_0\to(s/k)(k\tau_d)/(kT)=s\tau_d/(kT)$, the mean supply divided by the loss rate. The store then averages over many cycles, and an empty start is poor.

The numerator is what one dose leaves, and the denominator sums the past doses. For any slow store with release rate $\lambda$, the amount present at the end of the first purge thus varies with purge time as

$$f_\lambda(\tau_p)=\frac{e^{-\lambda\tau_p}}{1-e^{-\lambda T}},$$

provided that the dose itself is unchanged and the store returns little to itself.

## Reading the example

The temperature is 500 K and the total pressure 1 Torr. The carrier flow is 300 sccm in the doses and 400 sccm in the purges, or 6956 and 9275 cm³/s at reactor conditions. With $V_g=804$ cm³ the gap is washed out in the purges at $9275/804=11.5$ s⁻¹.

At the end of the first purge the gap holds $8.25\times10^{-4}$ µmol. One µmol/cm³ is one mol/m³, so the water pressure is

$$p=\frac{n_gRT_{\rm gas}}{V_g}=\frac{8.25\times10^{-4}}{804}\times8.314\times500=4.3\times10^{-3}\ {\rm Pa}=32\ \mu{\rm Torr},$$

with $T_{\rm gas}$ the gas temperature. After the water dose it was 87 mTorr.

Simple washout does not explain this residue. With the wall uptake and the dead leg both removed, and all else held fixed, $1.4\times10^{-5}$ µTorr remains. The wall alone gives 20.1 µTorr and the dead leg alone 11.9 µTorr. Their sum agrees with the full result to about 0.1 %.

Both shares can be found by hand. A source $Fe^{-\lambda t}$ feeding a store of loss rate $k$ has the particular solution $n=Fe^{-\lambda t}/(k-\lambda)$, as substitution shows, and for $\lambda<k$ the rest decays faster. The wall holds 0.1196 µmol and releases $0.05\times0.1196=0.00598$ µmol/s. The gap loses water at $11.53+0.03$ s⁻¹, so its wall share is $0.00598/(11.56-0.05)=5.2\times10^{-4}$ µmol, or 20 µTorr. The leg holds 0.00336 µmol and empties at 0.94 s⁻¹, so it releases 0.00316 µmol/s into the plenum. The plenum loses water at $(9275+19)/300=30.98$ s⁻¹ and therefore holds $0.00316/(30.98-0.94)=1.05\times10^{-4}$ µmol. It sends $(9275/300)\times1.05\times10^{-4}=0.00325$ µmol/s to the gap, whose leg share is $0.00325/(11.56-0.94)=3.06\times10^{-4}$ µmol, or 12 µTorr.

The first cycle gives 16.6 µTorr, about half the periodic value. A start from empty has one dose to remember, so a slow store contributes $1-e^{-\lambda T}$ of its periodic share. That is 0.24 for the wall and 0.99 for the leg, or $0.24\times20.1+0.99\times11.9=16.6$ µTorr. An empty start thus finds the leg almost correctly and misses most of the wall.

Longer purges help less than the washout rate suggests. With both purges changed together and the doses held fixed, the pressures are:

| Each purge (s) | Water at start of metal dose (µTorr) |
|---|---|
| 1 | 64.3 |
| 2 | 32.0 |
| 4 | 13.4 |
| 8 | 6.2 |

The function $f_\lambda$ explains the trend. From 2 to 4 s, $T$ rises from 5.5 to 9.5 s. The wall factor falls from $0.9048/0.2404=3.76$ to $0.819/0.378=2.17$, which takes its share from 20.1 to 11.6 µTorr. The leg share is multiplied by about $e^{-0.94\times2}=0.15$, which leaves 1.8 µTorr. The sum is 13.4 µTorr. At 8 s the wall supplies nearly everything.

One printed pair needs care. The gap holds almost the same amount before and after the metal dose, $8.25\times10^{-4}$ µmol, although wall and leg have both lost water. The carrier flow is lower in the dose, so released water stays longer in the gap. For these parameters the two changes happen to cancel.

## Exposure and the water balance

Integrating $\dot n=An+b$ over a phase gives $n(\tau)-n(0)=A\int_0^\tau n\,dt+b\tau$, hence

$$\int_0^\tau n\,dt=A^{-1}\,[\,n(\tau)-n(0)-b\tau\,].$$

The inverse exists if every store reaches an outlet in that phase: the column sums of $e^{A\tau}$ are then below 1, so it has no eigenvalue 1 and $A$ has no eigenvalue 0. Multiplying the integrated balance by $u$ and adding the phases removes the changes of $n$ in the periodic state. What leaves per cycle must equal what is supplied. Quadrature along the integrated path gave 10.000000 µmol out for $20\times0.5=10$ µmol in.

During the metal dose 0.0079 µmol of water is carried through the gap. The scale for comparison is the water needed by growth. A rough 0.12 nm of MgO per cycle, with density 3.58 g/cm³ and molar mass 40.3 g/mol, is $(3.58/40.3)\times1.2\times10^{-8}=1.07\times10^{-9}$ mol/cm². Over both faces of the gap, 1608 cm², and with one water molecule per MgO, this is 1.7 µmol. The ratio is 0.46 %. It sets the scale for reaction with water in the gas during the metal dose; it is not a strict bound, because a reaction would also alter the exchange with the wall. Direct reaction of the precursor with water held on the wall is not included. The wall holds 0.12 µmol when the metal dose begins, or 7 % of the water needed by growth, so this path could matter more.

## The model beside a real reactor

Temperatures near 500 K, pressures near 1 Torr, flows of some hundred sccm and purges of seconds are roughly typical of such a process. The wall rates and the dead leg are assumed. A water molecule strikes the two gap faces about $4\times10^{4}$ times per second, so $k_a=0.03$ s⁻¹ means a sticking probability near $10^{-6}$, some sixty times below the rate that the growth uptake implies. The on-rate and the leg decide the answer: at small $k_a$ the wall share is proportional to $k_a$, so doubling it adds about 20 µTorr. The off-rate matters little while $k_dT$ is small, because in the periodic state the wall releases in each cycle what it took up. Its release at the end of the first purge is proportional to $k_d f_{k_d}(\tau_p)$, which is $0.05\times3.76=0.188$ s⁻¹ here and tends to $1/T=0.182$ s⁻¹ as $k_d\to0$. This holds only while the sites stay mostly empty, because the stored amount grows as $1/k_d$. The linear model fills 44 % of the assumed sites at $k_d=0.01$ s⁻¹ and 87 % at 0.005 s⁻¹, and an uptake proportional to the empty sites then gives about 26 and 22 µTorr instead of 31. Real walls are likely to release water at several rates. Two neglected effects were recomputed, the pressure control and the mixing in the plenum, and the first matters more. If the pump has fixed speed, so that the volume flow in the doses equals that in the purges, the residue falls from 32.0 to 25.4 µTorr, or by 20 %; that figure leaves out the pressure-driven breathing of the dead leg and the faster diffusion into it at the lower dose pressure, both of which alter the leg share; with these and the pressure transient included the residue is about 27 µTorr, a fall of about 15 %. Growth would take 17 % of the supplied water. If the wall uptake fell in the same proportion, the residue would drop by about 3 µTorr. Water reaches 8.7 % of the gap gas and fills 9.7 % of the assumed wall sites, so dilution and saturation are corrections of order ten per cent to the flow and the uptake. Treating the plenum as six tanks in series, with the dead leg joined to the first, changes the residue by 0.4 %. Mixing across the gap takes about 2 ms against a residence time of 87 ms, and the mean free path is 0.85 % of the gap height, which supports the tank and continuum descriptions. A residue of roughly 20 to 40 µTorr is a fair reading for the assumed wall and leg, not a prediction for a given machine, and it holds only if the metal dose leaves the wall water in place. If the precursor consumes wall water at 1 s⁻¹ during its dose, the residue falls to 18.6 µTorr and $\rho$ to 0.28; faster consumption removes the memory of earlier cycles and brings the residue close to the first-cycle value of 16.6 µTorr.

## Guidance

**Use the periodic start** when the recipe repeats many times, the coefficients are constant within each phase, and every store can empty. The cost is one matrix exponential per phase and one linear solution, whatever the value of $\rho$.

**Use counted cycles from the true initial state** when the run is short or its beginning matters. From empty, $n_m=(I-\Phi^m)n^*$, so a run much shorter than $\ln\varepsilon/\ln\rho$ cycles never comes within $\varepsilon$ of the periodic state in its slow store.

**Judge convergence by the slow store.** Multiply the last change by $\rho/(1-\rho)$. The gap pressure at the end of the water dose says little about the wall, because the fresh supply dominates it.

**Inspect $1-\rho$ before trusting the solution.** From the series, $\|(I-\Phi)^{-1}\|_1\le1/(1-q)$, here 4.2, and an error in $\gamma$ can grow by at most this factor in the total amount. The norm is never below $1/(1-\rho)$, here also 4.2. If no single phase links every store to an outlet, $q$ can equal 1 while $\rho<1$; the bound is then empty, $1/(1-\rho)$ can understate the growth, and the norm must be computed directly. As a release rate tends to zero the factor diverges. The amount held in that store then depends strongly on the rate, and the periodic state takes ever more cycles to reach, although the release per cycle remains fixed by the uptake.

**Do not use the linear equation alone** when sites saturate or growth consumes much of the dose. The cycle is then a nonlinear map $n\to P(n)$. Linearizing $n+\delta=P(n+\delta)$ gives $(I-P')\delta=P(n)-n$, where $P'$ is the matrix of derivatives. This is the same kind of equation, solved repeatedly, and the linear periodic state, where it exists, is a natural first guess.

The complete values are in the numerical output.

## Numbers as computed

```
T 500 K, p 1 Torr, supply 20 umol/s
carrier: doses 300, purges 400 sccm
times: water 0.5, purge 2, metal 1 s
gap: radius 16 cm, height 1 cm
throat: area 0.2 cm2, length 5 cm
volumes: plenum 300, gap 804.2, leg 20 cm3
wall rates: on 0.03, off 0.05 1/s
volume flow in doses: 6956 cm3/s
volume flow in purges: 9275 cm3/s
gap washout rate in purges: 11.53 1/s
diffusion coefficient: 470 cm2/s
dead-leg exchange: 18.8 cm3/s
dead-leg emptying rate: 0.9399 1/s
amounts in umol: plenum, gap, wall, leg
 cycle start: 6.3071e-06, 4.6555e-04, 1.0296e-01, 2.0157e-04
 after water dose: 8.6100e-01, 2.2526e+00, 1.2394e-01, 2.0130e-02
 after purge 1: 1.0510e-04, 8.2513e-04, 1.1956e-01, 3.3590e-03
 after metal dose: 5.5425e-05, 8.2508e-04, 1.1376e-01, 1.3156e-03
 last cycled state: 6.3071e-06, 4.6555e-04, 1.0296e-01, 2.0157e-04
cycles integrated: 65
largest relative difference: 1.8e-08
spectral radius of Phi: 0.760164
factor seen in cycling: 0.760164
exp(-off rate x period): 0.759572
largest column sum of Phi: 0.763455
cycles to 1 % (wall), seen: 17
cycles to 1 %, ln(0.01)/ln(rho): 16.79
random networks, largest column sum: 0.9997
no desorption: wall gain per cycle: 0.03187 umol
gap water after water dose: 87.34 mTorr
gap water pressure when the metal dose begins:
 periodic: 31.99 uTorr
 first cycle: 16.62 uTorr
 periodic, wall only: 20.14 uTorr
 periodic, dead leg only: 11.89 uTorr
 periodic, neither: 1.4e-05 uTorr
 periodic, purges of 1 s: 64.34 uTorr
 periodic, purges of 4 s: 13.39 uTorr
 periodic, purges of 8 s: 6.192 uTorr
water supplied per cycle: 10 umol
outflow per cycle, quadrature: 10.000000 umol
water carried in metal dose: 0.007898 umol
water needed by growth per cycle: 1.715 umol
carried / needed: 0.46 %
neglected effects:
 growth uptake / supply: 17.1 %
 peak water fraction of gap gas: 8.7 %
 peak wall filling: 9.7 %
 mixing time across gap: 2.13 ms
 mean free path / gap height: 0.0085
 residual, plenum as 6 tanks: 31.86 uTorr
 residual, fixed pump speed: 25.44 uTorr
```
